\section*{Electrostatic Dimerisation of Ionic MX Molecules into a Square}

An ionic molecule MX is represented by two point charges, $+q$ for M and $-q$ for X, held at a distance $d$. The dimer (MX)$_2$ is a planar square of side $d$ with M and X alternating around it, so that every M has two X neighbours and every X has two M neighbours. Hartree atomic units are used: charges are in units of the elementary charge, lengths in bohr and energies in hartree. The Coulomb energy of a set of ions with charges $q_i$ at distances $r_{ij}$ is then
\begin{equation}
E=\sum_{i<j}\frac{q_iq_j}{r_{ij}},
\end{equation}
where each pair is counted once and the zero of energy has all ions infinitely far apart. The comparison is between the square and two MX molecules that are far from each other. Both sides contain the same four ions, so the energy needed to make the ions from neutral atoms cancels, provided that $q$ is the same in molecule and dimer. The distance $d$ is also taken to be the same. Polarisation of the ions, covalent bonding, dispersion and nuclear motion are left out.

As long as only the Coulomb energy is counted, the distance must be held fixed for the question to have a meaning. The energies of the two molecules and of the square both have the form $-Cq^2/d$ with $C>0$, and would fall without limit if $d$ were allowed to shrink. In a real molecule the overlap of the electron clouds prevents this. Fixing $d$ stands in for that short-range repulsion without counting its energy; the energy is added further on, where it changes the size of the result and sets a condition on its sign.

One molecule contains a single pair, with energy $-q^2/d$. Two molecules far apart do not interact, and therefore
\begin{equation}
E_{2}=-\frac{2q^2}{d}.
\end{equation}
Four ions form six pairs. In the square, four of these are the sides, each an M--X attraction at distance $d$. The other two are the diagonals, one M--M and one X--X, each of length $\sqrt{d^2+d^2}=\sqrt2\,d$. Both diagonals are repulsive, since $(+q)(+q)=(-q)(-q)=q^2$. Hence
\begin{equation}
E_{\square}=-\frac{4q^2}{d}+\frac{2q^2}{\sqrt2\,d}
=-\frac{(4-\sqrt2)\,q^2}{d},
\end{equation}
where $2/\sqrt2=\sqrt2$ has been used. Subtracting the energy of the two molecules gives the dimerisation energy
\begin{equation}
\Delta E=E_{\square}-E_2
=-\frac{(4-\sqrt2-2)\,q^2}{d}
=-\frac{(2-\sqrt2)\,q^2}{d}
\approx-0.586\,\frac{q^2}{d}.
\label{eq:main}
\end{equation}
Because $\sqrt2<2$, this is negative for every $q\neq0$ and every $d$. Dimerisation lowers the electrostatic energy.

The subtraction also shows where the gain comes from. Two of the four sides are the original bonds, which contribute the same energy before and after. What is new is the interaction between the molecules: two further M--X contacts, worth $-2q^2/d$, and two contacts between like ions, worth $+\sqrt2\,q^2/d$. The numbers of attractive and repulsive new pairs are equal, and the sign is decided by distance alone: the unlike ions are closer together than the like ions. If one molecule is turned end for end, so that M faces M and X faces X, the two sets of pairs exchange distances. The interaction becomes $+(2-\sqrt2)q^2/d$, a repulsion of the same size. Two neutral ionic molecules thus attract or repel according to their orientation, and the alternating order is essential to the result.

For a numerical case take the round model values $q=1$ and $d=5$ bohr, which stand for no particular substance. Then $q^2/d=0.2$ hartree and
\begin{align}
E_2&=-2(0.2)=-0.4000\ \text{hartree},\\
E_\square&=-2.58579(0.2)=-0.5172\ \text{hartree},\\
\Delta E&=-0.4000+0.2828=-0.1172\ \text{hartree}.
\end{align}
In the last line the two terms are the new attractions and the new repulsions. The result corresponds to $-307.6$ kJ per mole of dimer. About 71\% of the new attraction, $0.2828/0.4000$, is cancelled by the diagonals, and the remainder is still 29\% of the binding energy of the two separate molecules relative to free ions.

The energy of the final square does not tell whether the molecules must first climb a barrier. To examine this, let two rigid molecules of length $d$ approach side by side in the antiparallel orientation, with separation $R$. The four ions form a rectangle with sides $d$ and $R$. Between the molecules there are two attractions at distance $R$ and two repulsions along diagonals of length $\sqrt{R^2+d^2}$, so the interaction energy is
\begin{equation}
W(R)=-\frac{2q^2}{R}+\frac{2q^2}{\sqrt{R^2+d^2}}.
\end{equation}
It is negative for every finite $R$, because the diagonal is longer than $R$. Its derivative is
\begin{equation}
\frac{dW}{dR}=\frac{2q^2}{R^2}-\frac{2q^2R}{(R^2+d^2)^{3/2}}
=\frac{2q^2}{R^2}\left[1-\left(\frac{R^2}{R^2+d^2}\right)^{3/2}\right]>0 .
\end{equation}
The second form follows on taking out the factor $2q^2/R^2$, which leaves $R^3=(R^2)^{3/2}$ in the numerator of the second term. The fraction in brackets is smaller than one, which fixes the sign. The energy therefore falls steadily as $R$ decreases, and this path has no electrostatic barrier. At $R=d$ the rectangle is the square and $W(d)=\Delta E$.

At large separation the molecules should act as dipoles of moment $\mu=qd$. Expanding the inverse square root for $d\ll R$,
\begin{equation}
\frac{1}{\sqrt{R^2+d^2}}=\frac1R\left(1-\frac{d^2}{2R^2}+\frac{3d^4}{8R^4}-\cdots\right),
\end{equation}
the terms in $1/R$ cancel, as they must for neutral molecules, and
\begin{equation}
W(R)=-\frac{\mu^2}{R^3}\left(1-\frac{3d^2}{4R^2}+\cdots\right).
\end{equation}
The leading term is the energy of two antiparallel dipoles side by side. At $R=50d$ the correction is $0.75/2500=0.0003$, in agreement with the computed ratio $0.99970$. At contact the expansion parameter $d/R$ is one and the leading term cannot be trusted. It gives $-q^2/d=-0.2000$ hartree in the example, where the sum over ions gives $-0.1172$ hartree. The dipole picture has the right sign but overestimates the attraction by 71\% relative to the point-ion value.

The square was assumed, and it remains to ask whether another shape with the same four M--X distances would be lower. Let $a$ be the M--M distance and $b$ the X--X distance. The ring may be sheared into a rhombus, and it may also fold out of its plane. Its energy is
\begin{equation}
E(a,b)=-\frac{4q^2}{d}+q^2\left(\frac1a+\frac1b\right),
\end{equation}
so the task is to make $1/a+1/b$ as small as the geometry allows. Place the M ions at $x=\pm a/2$ on the $x$ axis. An X ion at distance $d$ from both must lie in the plane $x=0$, on a circle about the axis with radius $h=\sqrt{d^2-a^2/4}$. Two points on this circle are at most one diameter apart. Thus $b\le2h$, which on squaring gives
\begin{equation}
a^2+b^2\le4d^2,
\end{equation}
with equality when the X ions are opposite each other and the ring is planar. Next, $(a^{-1/2}-b^{-1/2})^2\ge0$ gives $1/a+1/b\ge2/\sqrt{ab}$, and $(a-b)^2\ge0$ gives $ab\le(a^2+b^2)/2\le2d^2$. Together,
\begin{equation}
\frac1a+\frac1b\ \ge\ \frac{2}{\sqrt{ab}}\ \ge\ \frac{2}{\sqrt{2d^2}}=\frac{\sqrt2}{d}.
\end{equation}
Equality requires $a=b$ and a planar ring, hence $a=b=\sqrt2\,d$. For point charges, the square is the unique minimum among rings with four equal sides $d$. The reason is that the like ions repel across both diagonals: shearing lengthens one diagonal but shortens the other at a greater cost, and folding shortens at least one without lengthening the other enough to compensate. A scan over sheared and folded rings found its lowest energy in the planar form at $a=1.410\,d$, the grid point nearest to $\sqrt2\,d$ for a grid spacing of $0.01\,d$.

An open chain M--X--M--X with equal spacing $d$ is a different competitor, since it has three contacts and not four. Its like ions are two pairs at $2d$, and its end ions are an unlike pair at $3d$:
\begin{equation}
E_{\text{chain}}=-\frac{3q^2}{d}+\frac{2q^2}{2d}-\frac{q^2}{3d}=-\frac{7q^2}{3d}.
\end{equation}
This lies $q^2/(3d)$ below two molecules, or $0.0667$ hartree in the example. The chain is bound, but less strongly than the square, whose gain is $0.1172$ hartree. Closing the ring brings the like ions nearer, from $2d$ to $\sqrt2\,d$, and the additional M--X contact more than pays for this.

The energy of short-range repulsion can now be included. Let each pair of unlike ions have the additional energy $B/r^n$ with $B>0$ and $n>1$, and neglect this term between like ions, which are farther apart. One molecule then has the energy
\begin{equation}
\varepsilon(r)=-\frac{q^2}{r}+\frac{B}{r^n},\qquad
\varepsilon'(r)=\frac{q^2}{r^2}-\frac{nB}{r^{n+1}} .
\end{equation}
If $d$ is to be the equilibrium distance of the molecule, $\varepsilon'(d)=0$, and
\begin{equation}
B=\frac{q^2d^{\,n-1}}{n},\qquad \frac{B}{d^n}=\frac{q^2}{nd}.
\label{eq:B}
\end{equation}
This is a minimum, because $\varepsilon''(d)=-2q^2/d^3+(n+1)q^2/d^3=(n-1)q^2/d^3$ is positive for $n>1$. The repulsion at equilibrium is thus a fraction $1/n$ of the Coulomb attraction, and two relaxed molecules have the energy
\begin{equation}
E_2^{\text{rep}}=-\frac{2q^2}{d}\left(1-\frac1n\right).
\end{equation}

Keep the side of the square at $d$ for the moment. The dimer has four contacts where the two molecules have two, so dimerisation adds two repulsions of size $q^2/(nd)$:
\begin{equation}
\Delta E_{\text{fixed}}=-\left(2-\sqrt2-\frac2n\right)\frac{q^2}{d}.
\end{equation}
This is negative when $2/n<2-\sqrt2$, that is, when
\begin{equation}
n>\frac{2}{2-\sqrt2}=\frac{2(2+\sqrt2)}{4-2}=2+\sqrt2\approx3.41 .
\end{equation}
The restriction to energies before repulsion therefore matters. The Coulomb gain holds for all $d$, but a sufficiently soft repulsion would outweigh it at fixed distance. For $n=8$ each contact costs $0.2/8=0.0250$ hartree, the two new contacts cost $0.0500$ hartree, and the gain falls from $0.1172$ to $0.0672$ hartree. The chain adds one contact to those of the two molecules, so its gain falls to $0.0667-0.0250=0.0417$ hartree, and the square remains the lower of the two at this distance.

A square held at the side $d$ is under strain, because the distance that suits a molecule does not suit the dimer. Write $A=4-\sqrt2$ and let the side $r$ vary:
\begin{equation}
E_\square^{\text{rep}}(r)=-\frac{Aq^2}{r}+\frac{4B}{r^n}.
\end{equation}
Setting the derivative $Aq^2/r^2-4nB/r^{n+1}$ to zero and inserting $nB=q^2d^{\,n-1}$ from Eq.~\eqref{eq:B} gives
\begin{equation}
r_D^{\,n-1}=\frac{4nB}{Aq^2}=\frac4A\,d^{\,n-1},
\qquad
r_D=d\left(\frac4A\right)^{1/(n-1)} .
\end{equation}
Since $A<4$, the bonds in the dimer are longer than in the molecule. Each contact has the same repulsion law in both, but in the square the Coulomb energy per contact is $A/4\approx0.65$ of that in the molecule, because the diagonals push outwards. The weaker net pull is balanced at a larger distance. The same stationary condition gives $4B/r_D^{\,n}=Aq^2/(nr_D)$, so that
\begin{equation}
E_\square^{\text{rep}}(r_D)=-\frac{Aq^2}{r_D}\left(1-\frac1n\right).
\end{equation}

The factor $1-1/n$ is positive and common to dimer and molecules. The relaxed dimer is therefore lower when $A/r_D>2/d$, or
\begin{equation}
\frac A2>\frac{r_D}{d}=\left(\frac4A\right)^{1/(n-1)} .
\end{equation}
Both sides are positive, so they may be raised to the power $n-1$. Multiplying the result by $A/2$ then turns the right-hand side into $(4/A)(A/2)=2$:
\begin{equation}
\left(\frac A2\right)^{n}>2,
\qquad
n>\frac{\ln2}{\ln(A/2)}\approx2.70 .
\end{equation}
Division by the logarithm keeps the direction of the inequality because $A/2\approx1.29$ exceeds one. This threshold is lower than that at fixed distance, as it must be: the side $d$ is one of the values open to the relaxing square, so relaxation cannot raise its energy. For $n$ between $2.70$ and $3.41$ the square is bound only after its bonds have stretched. Both thresholds compare the square with two separate molecules, and not with the open chain, which at fixed distance is already bound for $n$ above about $3.10$ when the small repulsion between its unlike end ions is counted. With all distances relaxed, the chain lies below the square at $n=2.8$ ($-0.032$ against $-0.019\,q^2/d$ relative to two molecules) and above it at $n=3$ ($-0.050$ against $-0.053\,q^2/d$), so just above its threshold the square is not the lowest dimer. The thresholds also depend on the neglect of short-range repulsion between like ions. If like ions repelled each other by the same law $B/r^n$, the thresholds would rise to about $4.21$ at fixed distance and $3.28$ with relaxation. For $n=8$ the neglect matters much less: the gain at fixed distance would change from $0.0672$ to $0.0640$ hartree. In the opposite limit, $n\to\infty$, the repulsion becomes a hard wall at $d$. Then $r_D\to d$, the repulsion energy vanishes, and the dimerisation energy returns to Eq.~\eqref{eq:main}. The simple comparison at equal distance is thus the hard-sphere limit of the model.

For $n=8$ the side grows by 6.4\%, from $5$ to $5.32$ bohr. The energies are
\begin{align}
E_2^{\text{rep}}&=-0.4000\left(1-\tfrac18\right)=-0.3500\ \text{hartree},\\
E_\square^{\text{rep}}&=-\frac{2.58579}{5.3215}\left(1-\tfrac18\right)=-0.4252\ \text{hartree},\\
\Delta E_{\text{relaxed}}&=-0.4252+0.3500=-0.0752\ \text{hartree},
\end{align}
or $-197.4$ kJ/mol. Repulsion thus removes 36\% of the Coulomb gain once the dimer has relaxed, against 43\% at fixed distance. The stretching itself recovers $0.0752-0.0672=0.0080$ hartree. These formulas vary the size of the square but not its shape. A numerical search in which all four ions could move freely, started from a distorted and non-planar ring, returned to the same square and the same energy. This supports the square as a local minimum of the model; one search does not exclude a lower minimum elsewhere.

Polarisation is the first omission to consider for real ions, and its leading effect can be estimated at fixed $d$. In a molecule each ion feels a field of magnitude $q/d^2$. In the square, the two neighbours of an ion produce fields at right angles, with resultant $\sqrt2\,q/d^2$ along the diagonal, and the like ion opposite produces $q/(2d^2)$ in the reverse direction. The net field is $(\sqrt2-\tfrac12)q/d^2\approx0.91\,q/d^2$. An ion of polarisability $\alpha$ in a field $F$ gains the energy $-\tfrac12\alpha F^2$ when interactions between induced dipoles are neglected. With two ions of each kind, the change on dimerisation is
\begin{equation}
\Delta E_{\text{pol}}=(\alpha_M+\alpha_X)\frac{q^2}{d^4}\left[1-\left(\sqrt2-\tfrac12\right)^2\right]
\approx+0.16\,(\alpha_M+\alpha_X)\frac{q^2}{d^4}.
\end{equation}
It is positive: polarisation stabilises the molecules more than the dimer. Relative to the Coulomb gain it amounts to $0.28(\alpha_M+\alpha_X)/d^3$, a modest reduction as long as the polarisabilities are small compared with $d^3$. Because the coefficient $0.16$ is a small difference, the neglected coupling of the induced dipoles changes it early: for $\alpha_M=0$ the two X dipoles oppose each other across the diagonal, and at $\alpha_X=0.1\,d^3$ the coefficient rises to $0.22$. Unequal polarisabilities also change the shape. For $\alpha_M=0.01\,d^3$ and $\alpha_X=0.1\,d^3$ the ring of side $d$ is lowest as a rhombus with an X--M--X angle of about $100^\circ$, so the exact square belongs to the point-ion model and is not to be expected for real ions of unequal polarisability. For larger polarisabilities, or when the charge on the ions changes on dimerisation, the point-ion comparison no longer settles the matter.

The result concerns energy and not the amount of dimer in a vapour. Joining two molecules into one gives up translational freedom, so the equilibrium also depends on temperature and pressure. Within the point-ion model, the energetic reason for bridging is that each X ion can serve a second M ion at the same distance or, once the bonds relax, at a somewhat larger one. The Coulomb repulsion between like ions across the ring cancels a part of that gain, and the short-range repulsion of the new contacts takes a further part. A net gain remains when the short-range repulsion is steep enough.

\section*{Table of computed values}
\begin{verbatim}
charge q = 1.0 e
M-X distance d = 5.0 bohr
repulsion exponent n = 8
energy unit q^2/d = 0.20000 hartree
two molecules, Coulomb = -0.40000 hartree
square dimer, Coulomb = -0.51716 hartree
square coefficient E/(q^2/d) = -2.58579
two new M-X contacts = -0.40000 hartree
two like-ion diagonals = 0.28284 hartree
dimerisation, Coulomb = -0.11716 hartree
dimerisation, Coulomb = -307.6 kJ/mol
dimerisation coefficient dE/(q^2/d) = -0.58579
linear chain, Coulomb = -0.46667 hartree
chain minus two molecules = -0.06667 hartree
parallel pair minus two molecules = 0.11716 hartree
dipole formula at R = d: -0.20000 hartree
W / dipole formula at R = 50 d: 0.99970
best M-M diagonal on shape grid = 1.410 d
best fold angle on shape grid = 180.0 degrees
repulsion per contact at d = 0.02500 hartree
extra repulsion, two contacts = 0.05000 hartree
dimerisation with repulsion, fixed d = -0.06716 hartree
relaxed dimer side = 5.3215 bohr
relaxed side / d = 1.0643
two relaxed molecules = -0.35000 hartree
relaxed dimer = -0.42517 hartree
dimerisation, relaxed = -0.07517 hartree
dimerisation, relaxed = -197.4 kJ/mol
free search energy = -0.42517 hartree
threshold n at fixed d = 3.4142
threshold n with relaxation = 2.6983
\end{verbatim}
